# Crystal momentum, current and excited carriers in a driven one-dimensional crystal, part 2

Electrons (charge \(-1\), Hartree atomic units) fill the lowest band, \(n=1\), of an \(N\)-cell periodic crystal, two per cell, with lattice constant \(a\), \(G=2\pi/a\), \(p=-i\partial_x\), \(E=-dA/dt\), \(A(0)=0\). Orbitals \(e^{ikx}u_k(x,t)\) keep \(k\); \(\kappa=k+A\) obeys
\[
\frac{d\kappa}{dt}=\frac{dA}{dt}=-E(t). \tag{2}
\]
Here \(h(\kappa)=\tfrac12(p+\kappa)^2+v\), \(h(\kappa)u_{n\kappa}=\varepsilon_n(\kappa)u_{n\kappa}\), \(u_{n,\kappa+G}=e^{-iGx}u_{n\kappa}\) up to a phase, \(v_{mn}=\langle u_m|p+\kappa|u_n\rangle\), \(\xi_{mn}=i\langle u_m|\partial_\kappa u_n\rangle\); real, smooth eigenvectors give \(\xi_{nn}=0\). In Houston states, \(u_k=\sum_na_nu_{n,k+A}\):
\[
i\dot a_m=\varepsilon_m(\kappa)\,a_m+E(t)\sum_n\xi_{mn}(\kappa)\,a_n. \tag{5}
\]
A periodic change of \(v\) is \(\delta v\). In the length gauge \(H_L=p^2/2+v+Ex\). One-band displacement at constant \(E\):
\[
\Delta x(t)=\int_0^t\partial_\kappa\varepsilon_1\,dt'=-\frac{\varepsilon_1(k-Et)-\varepsilon_1(k)}{E}, \tag{6}
\]
The current is \(J=J_{\rm intra}+J_{\rm inter}\):
\[
J_{\rm intra}=-\frac{2}{Na}\sum_k\sum_m|a_m|^2\,\partial_\kappa\varepsilon_m,\qquad J_{\rm inter}=-\frac{2}{Na}\sum_k\sum_{m\neq n}a_m^*a_n\,v_{mn}. \tag{7}
\]
\[
J_{\rm intra}=-\frac{2}{Na}\sum_k\sum_{m>1}|a_m|^2\,(v_{mm}-v_{11}), \tag{8}
\]
With \(W\) the energy per cell,
\[
\frac{dW}{dt}=a\,J\,E. \tag{9}
\]
After a pulse \(J_{\rm intra}\) is constant and \(J_{\rm inter}\) oscillates about zero. For weak, slow fields, with \(c_m=a_m/a_1\), \(\Delta_m=\varepsilon_m-\varepsilon_1\), \(\langle F\rangle_k=N^{-1}\sum_kF(k+A)\), \(S=\sum_{m>1}|\xi_{1m}|^2/\Delta_m\):
\[
c_m\simeq-\frac{E\,\xi_{m1}}{\Delta_m}. \tag{11}
\]
\[
J\simeq J_{\rm inter}\simeq\chi\,\dot E,\qquad \chi=\frac4a\left\langle\sum_{m>1}\frac{|\xi_{1m}|^2}{\Delta_m}\right\rangle_k. \tag{12}
\]
The printed output also tests \(\langle T_a\rangle(t)=\langle T_a\rangle(0)\,e^{-ia\int_0^tE\,dt'}\), \(T_a\psi(x)=\psi(x+a)\), and the identity \(v_{\rm inter}=d\langle\Xi\rangle/dt+E\langle\partial_\kappa\Xi\rangle\), with \(v_{\rm inter}=\sum_{m\neq n}a_m^*a_nv_{mn}\), \(\Xi=\sum_{m\neq n}|u_m\rangle\xi_{mn}\langle u_n|\).

Model: \(v=-V_0\cos Gx\), \(a=5\), \(V_0=0.2\), \(G=1.25664\). Drives: (i) constant \(E=0.003\), lowest-band packet centred at \(k=0\), standard deviation \(0.03\); (ii) \(E=-\frac{8A_f}{3\tau}\sin^4(\pi t/\tau)\), \(0\le t\le\tau\), \(A_f=0.3\), \(\tau=800\); (iii) \(A=A_0\sin^2(\pi t/T)\cos\omega t\), \(A_0=0.3\), \(\omega=0.03\), four cycles, \(T=837.758\), peak field \(0.0086965\).

Two-wave model near the zone edge: \(\kappa=G/2+\delta\), \(y=\delta/\kappa_w\), \(\kappa_w=V_0/G=0.159\), gap \(\Delta(\delta)=V_0\sqrt{1+y^2}\), \(|\xi_{12}|=\ell(\delta)=\ell_0/(1+y^2)\), \(\ell_0=G/(2V_0)\), \(f=\kappa_w/G\). Scaling estimated Bloch period \(G/E\), band width \(G^2/8-V_0/2=0.097\), displacement \(32\) bohr in drive (i), weight missing from the unshifted band state \(A^2/(2V_0)\approx0.2\) at \(A=0.3\), and lasting excitation \(e^{-c\gamma}\), \(c\) undetermined, where \(\gamma=V_0^2/(G|E|)\) is \(10.6\), \(31.8\), \(3.66\) at the peak fields of (i)–(iii).

### (d) Counting excited electrons

The two counts per cell are
\[
n_H=2\left\langle1-|\langle u_{1,k+A}|u_k(t)\rangle|^2\right\rangle_k,\qquad n_0=2\left\langle1-|\langle u_{1k}|u_k(t)\rangle|^2\right\rangle_k .
\]
With several filled bands the overlap is summed over the occupied reference bands, and the bracket over the occupied orbitals. The counts coincide when \(A=0\), which includes the end of a pulse with \(\int E\,dt=0\). Adding a constant \(C\) to \(A\) and multiplying every orbital by \(e^{-iCx}\) describes the same physical state with \(k\to k-C\); \(\kappa\) and \(n_H\) are unchanged, while the reference state of \(n_0\) moves. The count \(n_0\) depends on the gauge.

In the adiabatic regime \(1-|a_1|^2\simeq\sum_m|c_m|^2\), so (11) gives
\[
n_H\simeq2E^2\beta,\qquad \beta=\left\langle\sum_{m>1}\frac{|\xi_{1m}|^2}{\Delta_m^2}\right\rangle_k. \tag{13}
\]
This weight is virtual: it describes the polarized ground state and returns to zero with the field. For \(n_0\), take the limit \(E\to0\) at finite \(A\), where \(u_k(t)\) equals \(u_{1,k+A}\) up to a phase:
\[
n_0\to n_{\rm geo}(A)=2\left\langle1-|\langle u_{1k}|u_{1,k+A}\rangle|^2\right\rangle_k .
\]
In this state the momenta \(k+A\) again cover the zone uniformly and all lie in band 1, so the density and the energy are those of the ground state and the current is zero. Nothing is excited, yet \(n_{\rm geo}\neq0\). By completeness \(1-|\langle u_{1k}|u_{1,k+A}\rangle|^2=\sum_{m>1}|\langle u_{mk}|u_{1,k+A}\rangle|^2\), and \(\langle u_{mk}|u_{1,k+A}\rangle=-iA\xi_{m1}+O(A^2)\). Shifting the average by \(k\to k-A\) shows that \(n_{\rm geo}\) is even in \(A\), so
\[
n_{\rm geo}=2A^2\Omega+O(A^4),\qquad \Omega=\left\langle\sum_{m>1}|\xi_{1m}|^2\right\rangle_k. \tag{14}
\]
The expansion needs \(|A|\ll\kappa_w\), the scale on which the band state varies; it is tested at \(A=0.005\).

The Wannier function of a band depends on the phases chosen for its Bloch states. In the model, \(\Omega\) is the variance of the Wannier function built with the real, smooth and periodic choice described next. Let \(c_j(\kappa)\) be the plane-wave components of \(u_{1\kappa}\). In the model the off-diagonal elements of \(h\) are negative, so replacing real components by their absolute values cannot raise the energy, and the non-degenerate lowest state has components of one sign; none vanishes, since \(c_j=0\) would force \(c_{j-1}+c_{j+1}=0\) and by recursion the zero vector. With all \(c_j>0\), the relation \(u_{1,\kappa+G}=e^{-iGx}u_{1\kappa}\) reads \(c_j(\kappa+G)=c_{j+1}(\kappa)\), so \(\varphi(\kappa+jG)=c_j(\kappa)\) is one smooth real function of momentum, the Fourier transform of the Wannier function, with \(\int\varphi^2dp=\int d\kappa\sum_jc_j^2=G\). In momentum space \(x=i\,d/dp\). Then \(\langle x\rangle\propto\int\varphi\varphi'dp=0\) and
\[
\langle x^2\rangle=\frac1G\int\varphi'^2dp=\langle\langle\partial u_1|\partial u_1\rangle\rangle_k=\Big\langle\sum_l|\xi_{l1}|^2\Big\rangle_k=\Omega,
\]
since \(\xi_{11}=0\). The program tests this against the real-space variance. The spurious count is a property of the band geometry: it measures how much the cell-periodic function changes across the zone.

At finite field, \(\langle u_{1k}|u_k(t)\rangle=\sum_ma_m\langle u_{1k}|u_{m,k+A}\rangle\), whose square contains cross terms linear in the excited amplitudes. Hence \(n_0\) is not \(n_{\rm geo}+n_H\), and subtracting \(n_{\rm geo}\) does not repair it.

The claim that carrier counts need Houston projection is thus conditional. It holds whenever \(A\neq0\): during a pulse, and after a drive that leaves a constant \(A\). For \(A=0\) the two projections are the same. Two limits remain for \(n_H\). While the field is on it contains the virtual part (13), so it counts lasting carriers only once \(E\) has been switched off. And it is a Kohn–Sham quantity built from orbitals and a chosen reference Hamiltonian: with a self-consistent \(\delta v\), projection on the eigenstates of the ground-state \(h(\kappa)\) and on those of \(h(\kappa)+\delta v\) are different definitions, and the theory does not equate either with an observable of the interacting system.

### (e) The model

With \(z=Gx/2\) the band equation becomes Mathieu's equation \(\psi''+(\alpha-2q\cos2z)\psi=0\), with \(\alpha=8\varepsilon/G^2\) and \(|q|=4V_0/G^2=0.5066\); the sign of \(q\) is reversed by a shift of half a cell and does not affect the spectrum. The band edges from 11 plane waves are tested against the Mathieu characteristic values. The lowest band is \(0.116109\) Ha wide, the gap at the zone edge is \(0.199202\) Ha (5.421 eV), and bands 2 and 3 are \(0.0246\) Ha apart at the zone centre. Further, \(|\xi_{12}|=3.179\) bohr at the edge, \(\Omega=1.987\) bohr\(^2\), \(\chi=6.779\) and \(\beta=37.58\).

Drive (i). The Bloch period is \(2\pi/(5\times0.003)=418.879\) (10.13 fs). After half a period a state starting at \(k=0\) has moved, by (6), through \(-0.116109/0.003=-38.70\) bohr. Averaging (6) over the packet gives \(-38.13\) bohr, smaller in size because states with \(k\neq0\) start above the bottom and end below the top of the band. Propagation on a real-space grid with \(H_L\) gives \(-38.28\) bohr, a difference of \(-0.147\) bohr or 0.4% of the one-band value; the test requires agreement within 1.5%. The sign and size of the difference follow from energy conservation. For constant \(E\), \(\langle p^2/2+v\rangle+E\langle x\rangle\) is conserved, and by (11) the first term exceeds \(\varepsilon_1\) by \(\sum_m|c_m|^2\Delta_m=E^2S\), so the displacement gains \(-ES\). At the edge itself band 2 gives \(-0.003\times3.179^2/0.1992=-0.152\) bohr, of the same sign and size as the observed \(-0.147\). The closeness to 3% is partly a cancellation. In the two-wave model \(S\propto(1+y^2)^{-5/2}\), and the packet has \(\langle y^2\rangle=(0.03/0.159)^2\approx0.036\), so averaging over it lowers the size by about 8%, to roughly \(-0.14\) bohr. The rest comes mainly from higher orders in \(E\), which (11) does not cover; the abrupt switch-on contributes much less to the packet average. It leaves a free interband oscillation whose phase at half a period changes with the starting \(k\) at the rate \([\Delta_2(0)-\Delta_2(G/2)]/E\approx(0.8-0.2)/0.003=200\) bohr, which is about 6 rad over one standard deviation of the packet, so its contribution largely averages out. The first-order argument thus accounts for the difference to about 5%.

Drive (ii). Since \(\sin^4\) averages to \(3/8\), \(A(\tau)=-\int E\,dt=A_f\), and the peak field is \(-8\times0.3/(3\times800)=-0.001\). At \(t=\tau/3\), \(\dot E=-5.1013\times10^{-6}\) and (12) gives \(6.779\times(-5.1013\times10^{-6})=-3.458\times10^{-5}\). The propagated current is \(-3.470\times10^{-5}\), larger in size by 0.35% of the formula; its intraband part is \(-6.1\times10^{-9}\). At \(t=\tau/2\), (13) gives \(2\times10^{-6}\times37.58=7.517\times10^{-5}\) per cell against the propagated \(7.551\times10^{-5}\), a difference of 0.5% of the formula. At the end \(n_H=7.7\times10^{-12}\) and \(J=-7.5\times10^{-10}\); these are best read as zero within the tested bounds \(10^{-7}\) and \(5\times10^{-5}\), since integration error was not separated from them. The fixed-\(k\) count is \(n_0=0.277894\) per cell, equal to \(n_{\rm geo}(0.3)=0.277894\): 14% of the two electrons are reported as excited in a crystal that is in its ground state. The small-\(A\) form gives \(2\times0.09\times1.987=0.358\), 29% above \(n_{\rm geo}\), as \(A=0.3\) exceeds \(\kappa_w\). For \(A=G\), where \(h(k+G)\) is unitarily equivalent to \(h(k)\), \(n_{\rm geo}=1.743\).

Drive (iii), with 256 \(k\)-points. Counts are per cell and currents in atomic units.

| | \(7T/16\) | \(T/2\) | \(T\) |
|---|---|---|---|
| \(A\) | 0 | 0.3 | 0 |
| \(E\) | \(-0.00866\) | 0 | 0 |
| \(n_0\) | 0.00788 | 0.2875 | 0.00363 |
| \(n_H\) | 0.00788 | 0.00253 | 0.00363 |
| \(J_{\rm intra}\) | \(-2.42\times10^{-4}\) | \(-4.97\times10^{-4}\) | \(0.94\times10^{-4}\) |
| \(J_{\rm inter}\) | \(-5.15\times10^{-4}\) | \(21.78\times10^{-4}\) | \(15.50\times10^{-4}\) |
| \(J\) | \(-7.57\times10^{-4}\) | \(16.82\times10^{-4}\) | \(16.44\times10^{-4}\) |

At \(T/2\) the fixed-\(k\) count is \(0.2875/0.0025337\approx113\) times the Houston count. It exceeds \(n_{\rm geo}(0.3)=0.2779\) by \(0.0096\), almost four times \(n_H\), which shows the cross terms of part (d). At \(7T/16\) the projections agree because \(A=0\), but the count is more than twice its final value: the adiabatic formula (13) gives \(0.00563\) at that field, 71% of the count, so most of it is virtual to the extent that (13) still applies at \(\gamma\approx3.7\).

At \(T/2\) the field vanishes but its derivative does not. Expanding envelope and carrier about the centre gives \(\dot E=-\ddot A=A_0[\omega^2+2(\pi/T)^2]=0.3\,(9.00\times10^{-4}+0.28\times10^{-4})=2.78\times10^{-4}\), and \(\chi\dot E=1.89\times10^{-3}\), 13% below \(J_{\rm inter}=2.18\times10^{-3}\). At \(T\) the current is still \(1.64\times10^{-3}\) and is almost entirely interband, although only \(0.0036\) electrons per cell are excited. Two things in (7) and (8) contribute. \(J_{\rm inter}\) is linear in the excited amplitudes, while \(J_{\rm intra}\) is quadratic. In addition \(v_{mm}-v_{11}\) is odd in \(\kappa\), so pairs on the two sides of the zone edge carry opposite currents and largely cancel: the terms of (8) taken in absolute value average to \(4.6\times10^{-4}\), five times the net \(J_{\rm intra}\). The interband value at \(T\) is one instant of the free oscillation found in part (c); in this model, which has no scattering, the lasting current is the constant \(J_{\rm intra}=0.94\times10^{-4}\).

The work \(a\int JE\,dt=9.16286\times10^{-4}\) Ha per cell equals the energy obtained from the final populations in all printed digits, which tests (9) together with the sign and prefactor of \(J\). Halving the \(k\)-grid gives \(n_H=0.0036257\) again. The energy per excited electron is \(9.16286\times10^{-4}/0.0036257=0.2527\) Ha (6.877 eV), above the gap of \(0.1992\) Ha. A plausible reading, which is a conjecture and was not tested, is that pairs are created near the zone edge at times when \(A\neq0\) and are carried by (2) to \(\kappa=k\), where the bands are further apart; in the two-wave formula \(0.2527\) Ha corresponds to \(|\delta|=\sqrt{0.2527^2-0.1992^2}/G\approx0.12\) bohr\(^{-1}\), within the range of \(A\). Independent edge passages weighted with the Landau–Zener probability of the last section at the instantaneous field give a mean pair energy of about \(0.229\) Ha, so in that simple form the reading accounts for only about half of the excess over the gap.

## Comparison of estimate and solution

The Bloch period of the estimate is exact, because (2) is exact. The other estimates replaced zone averages by a peak value times \(f\). With (12)–(14) the averages can be done in the two-wave model, \(|\xi_{12}|=\ell_0/(1+y^2)\), \(\Delta_2=V_0\sqrt{1+y^2}\), \(\langle F\rangle_k=f\int F\,dy\). The zone covers \(|y|\le G^2/(2V_0)\approx3.9\), and the limits are extended to infinity. The substitution \(y=\tan\phi\) turns \(\int(1+y^2)^{-s}dy\) for \(s=2,\tfrac52,3\) into the integrals of \(\cos^2\phi\), \(\cos^3\phi\), \(\cos^4\phi\) over \((-\pi/2,\pi/2)\), which are \(\pi/2\), \(4/3\), \(3\pi/8\). With \(\ell_0^2f=1/(4V_0)\),
\[
\Omega\approx\frac{\pi}{8V_0},\qquad \chi\approx\frac{4}{3aV_0^2},\qquad \beta\approx\frac{3\pi}{32V_0^3}.
\]

| | scaling | two waves | full |
|---|---|---|---|
| \(\lvert\xi_{12}\rvert\) at the edge (bohr) | 3.14 | 3.14 | 3.179 |
| \(\Omega\) (bohr\(^2\)) | 1.25 | 1.96 | 1.987 |
| \(\chi\) | 5.0 | 6.67 | 6.779 |
| \(\beta\) | 31 | 36.8 | 37.58 |

Scaling has the same powers of \(V_0\) as the two-wave result, which describes a weak potential, \(V_0\ll G^2/2\); the full calculation uses one value of \(V_0\) and does not test these powers. Scaling falls short of the full values by 37%, 26% and 17% for \(\Omega\), \(\chi\) and \(\beta\); the shape integrals account for nearly all of this, leaving 1 to 2% of the full value. The estimated missing weight \(0.2\) at \(A=0.3\) lies near \(n_{\rm geo}=0.278\) through two opposite errors: \(\Omega\) was too small, and the quadratic law overshoots at this \(A\).

The band width \(0.097\) Ha, and with it the displacement of 32 bohr, is 16% below the full value \(0.1161\) Ha, because the two-wave model ignores the other plane waves. Second-order perturbation theory lowers the band bottom by \(2(V_0/2)^2/(G^2/2)=V_0^2/G^2=0.0253\) Ha, through the waves \(\pm G\). It lowers the band top by about \((V_0/2)^2/G^2=0.0063\) Ha, through the waves \(\pm3G/2\), which lie \(9G^2/8-G^2/8=G^2\) higher. This gives \(0.0974+0.0253-0.0063=0.1164\) Ha.

The constant \(c\) in \(e^{-c\gamma}\) follows from (5). For two bands, constant \(E>0\) and \(|a_1|\approx1\), first-order integration with \(\delta=-Et\) gives
\[
|a_2(\infty)|=\left|\int d\delta\;\ell(\delta)\exp\!\Big[-\frac iE\int_0^\delta\Delta(\delta')\,d\delta'\Big]\right| .
\]
The integrand is analytic and decays in the lower half plane down to the point \(\delta=-i\kappa_w\), where \(\Delta=0\). Shifting the contour to that point, along \(\delta=-i\kappa_ws\) the inner integral is \(-i\kappa_wV_0\int_0^1\sqrt{1-s^2}\,ds=-i\pi\kappa_wV_0/4\), so the amplitude carries the factor \(e^{-\pi\gamma/4}\) and the probability per passage the factor \(e^{-\pi\gamma/2}\). This is the Landau–Zener exponent, \(c=\pi/2\); the argument leaves a prefactor of order one open, which is set to one here. The ramp has \(e^{-50}\) and drive (i) \(e^{-16.7}\), negligible on the scale of every number quoted for them. The pulse has \(e^{-5.75}=0.0032\) at its peak field. In the central cycle \(A\) runs from \(-0.257\) to \(0.3\) and back, so a fraction \(0.557/G\approx0.44\) of the states crosses the edge twice. This gives \(n\sim2\times0.44\times2\times0.0032\approx0.0056\), against the computed \(0.0036\). The order is right. The estimate assigns the peak field to every crossing and ignores the weaker cycles and the interference between passages, so the remaining factor 1.6 is not explained by it. With the instantaneous field at every crossing of the whole pulse, \(n\approx(2/G)\int|E|\,e^{-\pi V_0^2/(2G|E|)}dt=0.0028\), about a quarter below the computed value. The lower field removes more than the excess, and independent passages give the count only to that accuracy. With \(c=1\) the probability would have been \(e^{-3.66}=0.026\), eight times larger, so for lasting excitation scaling locates the threshold field and does not give the number.

The program that performs the tests and produces the numbers is printed below with its output.

## Numbers as computed

```
a = 5 bohr
V0 = 0.2 Ha
G = 1.25664 1/bohr
Mathieu q = 0.506606
band 1 width = 0.116109 Ha
gap 1-2 at zone edge = 0.199202 Ha = 5.421 eV
gap 2-3 at zone centre = 0.0246471 Ha
|xi_12| at zone edge = 3.17926 bohr
Omega (Wannier spread) = 1.98726 bohr^2
chi = 6.779 a.u.
<sum |xi|^2/de^2> = 37.5829 a.u.
n_geo at A = G = 1.74279 per cell
Bloch field E = 0.003 a.u.
packet sigma_k = 0.03 1/bohr
Bloch period = 418.879 a.u. = 10.13 fs
shift at half period, propagated = -38.278 bohr
shift, one-band formula = -38.1306 bohr
<T_a> law deviation, driven periodic v = 3.63389e-08
<T_a> law deviation, impurity = 0.157334
ramp: final A = 0.3 a.u., tau = 800.0 a.u., peak E = -0.001 a.u.
ramp tau/3: dE/dt = -5.1013e-06, J = -3.4703e-05, chi dE/dt = -3.4582e-05 a.u.
ramp tau/3: J_intra = -6.1e-09, J_inter = -3.4697e-05 a.u.
ramp tau/2: n_H = 7.5512e-05, formula = 7.5166e-05 per cell
ramp end: n_H = 7.7e-12, n_0 = 0.277894 per cell, J = -7.5e-10 a.u.
n_geo(final A) = 0.277894, 2 A^2 Omega = 0.357706 per cell
pulse: A0 = 0.3 a.u., omega = 0.03 Ha = 0.8163 eV
pulse: T = 837.758 a.u. = 20.26 fs
peak |E| = 0.0086965 a.u. = 0.4472 V/Angstrom
t=7T/16: A = -0.0000, E = -0.00866 a.u.
t=7T/16: n_0 = 0.0078794, n_H = 0.0078794 per cell
t=7T/16: J = -0.00075724, intra = -0.00024178, inter = -0.00051545 a.u.
t=T/2: A = 0.3000, E = -0.00000 a.u.
t=T/2: n_0 = 0.2875, n_H = 0.0025337 per cell
t=T/2: J = 0.0016816, intra = -0.00049677, inter = 0.0021783 a.u.
t=T: A = 0.0000, E = 0.00000 a.u.
t=T: n_0 = 0.0036257, n_H = 0.0036257 per cell
t=T: J = 0.0016438, intra = 9.4221e-05, inter = 0.0015496 a.u.
virtual estimate 2E^2<..> at 7T/16 = 0.0056338 per cell
n_geo(A0) = 0.277894 per cell
final n_H with 128 k-points = 0.00362568 per cell
work a int J E dt = 0.000916286 Ha per cell
absorbed energy from populations = 0.000916286 Ha per cell
energy per excited electron = 0.25272 Ha = 6.877 eV
Houston ODE at k = 0.31416 1/bohr: state error = 6.5e-08, max excited weight = 0.00484
same k: max|v_inter| = 0.03962, max|E<dXi/dkap>| = 0.01158 a.u.
same k: identity residual = 9.41816e-07 a.u.
```
